Surface plasmon polaritons on a flat metal surface, evaluated for silver

Light that falls on a thick silver mirror enters the metal as a field that dies out within tens of nanometres. On the air side nothing comparable happens: the incident and reflected waves extend far from the surface. One may ask whether a different wave exists, one that decays on both sides and travels along the surface with no incident beam to sustain it. If it does, three lengths describe it: how far it travels, how far it reaches into the air, and how far into the metal.

**The fields on each side**

Let the plane z = 0 separate a metal, at z < 0, from a dielectric, at z > 0. The metal has relative permittivity ε = ε′ + iε″, which depends on the angular frequency ω; the dielectric has a real permittivity ε_d > 0. Both media are non-magnetic and isotropic and respond locally, so that the displacement at a point depends on the electric field at that point. Each is much thicker than the depth to which the field enters it, so both may be treated as half-spaces.

All fields vary as exp(ikx − iωt), with real ω and a possibly complex k. With this time factor an absorbing metal has ε″ > 0. Let c be the speed of light in vacuum and k0 = ω/c. Without external sources, Maxwell's curl equations in either medium are

∇×E = iωμ0 H,  ∇×H = −iωε0ε E, (1)

where ε is replaced by ε_d in the dielectric.

Nothing depends on y, so equations (1) split into two independent sets. One contains H_y, E_x and E_z and is called transverse magnetic (TM); the other contains E_y, H_x and H_z and is called transverse electric (TE). Take the TM set first and write H_y = H(z) exp(ikx − iωt). The curl of this field has x component −∂H_y/∂z and z component ∂H_y/∂x. The second of equations (1) therefore gives −H′ = −iωε0ε E_x and ikH = −iωε0ε E_z, where a prime on H means d/dz and the common exponential is omitted. Hence

E_x = H′/(iωε0ε),  E_z = −kH/(ωε0ε). (2)

The y component of the first curl equation is ∂E_x/∂z − ∂E_z/∂x = iωμ0 H_y. Inserting (2),

H″/(iωε0ε) + ik²H/(ωε0ε) = iωμ0 H.

Multiply by iωε0ε. The second term becomes −k²H and the right side becomes −ω²μ0ε0εH = −εk0²H, because μ0ε0 = 1/c². Thus

H″ = (k² − εk0²) H. (3)

**Matching two decaying fields**

A wave bound to the surface must decay away from it on both sides:

H = A exp(−κ_d z) for z > 0,  H = A exp(κ_m z) for z < 0, (4)

with Re κ_d > 0 and Re κ_m > 0. The same amplitude A appears twice because the tangential magnetic field is continuous when there is no surface current. Equation (3) fixes the squares of the decay constants:

κ_d² = k² − ε_d k0²,  κ_m² = k² − εk0². (5)

The tangential electric field E_x is continuous as well. By (2) this requires H′/ε to be the same on both sides. From (4), H′ at the surface is −κ_d A above and κ_m A below, so −κ_d/ε_d = κ_m/ε, or

κ_d/ε_d + κ_m/ε = 0. (6)

If both permittivities were positive and both κ real, the two terms would be positive and could not cancel. A lossless bound wave thus needs a negative ε.

The TE set offers no such possibility. In each uniform medium E_y obeys the same equation as (3), since taking the curl of the first of equations (1) gives −∇²E = εk0²E when ∇·E = 0. Continuity of E_y allows one common amplitude. The magnetic component H_x = −E_y′/(iωμ0) is also continuous, which requires −κ_d = κ_m. Two numbers with positive real parts cannot satisfy this. The permittivity does not enter the condition, so a negative ε cannot rescue it.

The TM wave has what the TE wave lacks, an electric field normal to the surface. By (2), εE_z is continuous while E_z itself jumps, and Gauss's law assigns to this jump a surface charge that alternates along x with the wave. The wave is a joint oscillation of this charge and the electromagnetic field, which is why it is called a surface plasmon polariton.

**The dispersion relation**

Move one term of (6) to the other side, multiply by εε_d and square: ε²κ_d² = ε_d²κ_m². With (5),

ε²(k² − ε_d k0²) = ε_d²(k² − εk0²).

Collect the terms in k² on the left:

k²(ε² − ε_d²) = k0²(ε²ε_d − εε_d²) = k0² εε_d(ε − ε_d).

The left side contains (ε − ε_d)(ε + ε_d). The factor ε − ε_d is not zero, since otherwise there would be no interface, and it may be divided out:

k² = k0² εε_d/(ε + ε_d),  k = (ω/c) √[εε_d/(ε + ε_d)]. (7)

The root with Re k > 0 describes a wave travelling towards positive x.

Putting (7) into (5) gives the decay constants. For the dielectric the numerator over ε + ε_d is εε_d − ε_d(ε + ε_d) = −ε_d²; for the metal it is εε_d − ε(ε + ε_d) = −ε². Therefore

κ_d² = −k0² ε_d²/(ε + ε_d),  κ_m² = −k0² ε²/(ε + ε_d). (8)

**When the formula describes a bound wave**

Squaring (6) discarded a sign, so a value of k from (7) need not belong to a bound wave. Define

s = √[−1/(ε + ε_d)],  κ_d = k0ε_d s,  κ_m = −k0εs. (9)

These constants have the squares required by (8), and they satisfy (6), because the two terms become k0s − k0s. What remains is to see whether their real parts are positive.

Consider a lossless metal first. If ε < −ε_d, then s is real and can be taken positive, and both constants in (9) are positive. The wave is bound. Equation (5) then gives k² > ε_d k0², so k exceeds the wavevector of any propagating plane wave in the dielectric. Such a plane wave has a component along the surface of at most √ε_d k0. It cannot excite the bound wave on a perfectly flat surface, because translation symmetry preserves that component.

If ε > −ε_d, both squares in (8) are negative (for ε ≠ 0) and neither field decays. There are two cases. For −ε_d < ε < 0, k² is negative and no wave propagates along the surface. For ε > 0, k is real, but (7) describes something else: a plane wave that crosses the interface without reflection. To see this, let H vary as exp(−iq_d z) above and exp(−iq_m z) below, a single downward wave on each side. Continuity of H′/ε gives q_d/ε_d = q_m/ε, whose square leads to the same k². With q_d² = −κ_d², the angle of incidence θ_B, measured from the normal, obeys

tan²θ_B = k²/q_d² = ε/ε_d,

which is Brewster's condition.

Now let ε″ > 0. Write ε + ε_d = R exp(iθ), with R = |ε + ε_d| and 0 < θ < π. Then s = R^(−1/2) exp[i(π − θ)/2], and its real part is R^(−1/2) sin(θ/2), which is positive. So Re κ_d > 0. For the metal, write −εs = ε_d s − (ε + ε_d)s. The last product is R^(1/2) exp[i(π + θ)/2], with real part −R^(1/2) sin(θ/2) = −R Re s. Hence

Re κ_m = k0 (ε_d + R) Re s > 0. (10)

Any absorption at all thus makes a decaying solution formally possible, whatever the sign of ε′. This does not make every such solution a useful surface wave. If ε′ > −ε_d and the absorption tends to zero, then θ → 0 and Re s → 0, so both depths grow without limit. If ε′ < −ε_d, then θ → π and the depths stay finite. At ε′ = −ε_d itself, θ = π/2 and R = ε″, so both depths shrink to zero. A wave whose depths approach finite, non-zero values as the loss vanishes thus needs ε′ < −ε_d. The case in which, in addition, ε″ is much smaller than |ε′ + ε_d| is called the small-loss regime below. In it the power falls by a factor e over about |ε′||ε′ + ε_d|/(2πε_d ε″) wavelengths of the wave, as follows from (12) and (14). This number is large when the loss is small enough, but it is only about 3 for ε′ = −2 and ε″ = 0.1 in air.

**Propagation length and depths**

The decay along the surface follows from the imaginary part of (7). Since ε/(ε + ε_d) = 1 − ε_d/(ε + ε_d), and the imaginary part of −1/(ε + ε_d) is ε″/R²,

Im k² = k0² ε_d² ε″/R². (11)

Write k = k′ + ik″. The left side of (11) is 2k′k″, so k″ > 0 when k′ > 0: the wave decays in the direction in which its phase advances. Field amplitudes fall as exp(−k″x), and the power, being quadratic in the fields, falls as exp(−2k″x). The distance over which the power drops by a factor e is

L = 1/(2k″). (12)

For the depths the usual definition refers to the field amplitude:

δ_d = 1/Re κ_d,  δ_m = 1/Re κ_m. (13)

The squared field falls by a factor e in half these depths.

In the small-loss regime, k′ in (11) may be replaced by k0n0, with n0 = √[ε′ε_d/(ε′ + ε_d)], and R² by (ε′ + ε_d)². Because ε_d²/(ε′ + ε_d)² = n0⁴/ε′², it follows that

k″ ≈ k0 n0³ ε″/(2ε′²). (14)

Its relative error is of order [ε″/(ε′ + ε_d)]², because the singular point of k as a function of ε that lies nearest to ε′ is ε = −ε_d, which makes ε″/|ε′ + ε_d| the small parameter. The reason is that the expansion of k in powers of iε″ has real coefficients, so the imaginary part contains odd powers alone, and the first omitted term is cubic. To leading order the depths are, from (9),

δ_d ≈ √(|ε′| − ε_d)/(k0ε_d),  δ_m ≈ √(|ε′| − ε_d)/(k0|ε′|). (15)

Their ratio is δ_d/δ_m ≈ |ε′|/ε_d. A strongly negative permittivity expels the field from the metal and lets it spread into the dielectric. Absorption takes place in the metal, and by (2), (7) and (8) the integral of |E|² over the metal is, to leading order, ε_d²/ε′² times that over the dielectric. This matches the ε′² in the denominator of (14): for |ε′| much larger than ε_d the wave travels far because little of its field is where the loss is. Near ε′ = −ε_d the factor n0³ becomes large and governs k″ instead.

**Where the energy flows**

The time-averaged power density along x is ½Re(E×H*)_x = −½Re(E_z H*). With (2) it becomes

S_x = Re(k/ε)|H|²/(2ωε0), (16)

with ε_d in place of ε above the surface. In the metal, Re(k/ε) = (k′ε′ + k″ε″)/|ε|². For negative ε′ and small loss this is negative: energy inside the metal flows backward, against the phase. The integral of |H|² over z on either side is proportional to 1/(2Re κ). To leading order in the loss, the ratio of the powers carried by the two media is therefore

P_m/P_d ≈ (ε_d/ε′)(κ_d/κ_m) = −ε_d²/ε′², (17)

where κ_d/κ_m = −ε_d/ε′ was used. Since |ε′| > ε_d, the forward flow in the dielectric is the larger. As ε′ approaches −ε_d the two flows tend to cancel.

Energy conservation offers a second view of L. Let P = P_d + P_m be the total power per unit width in y. No energy escapes to large |z|, so the power lost per unit length is the absorption in the metal:

2k″P = Q,  Q = ½ωε0ε″ ∫ |E|² dz, (18)

with the integral over the metal. The left side is −dP/dx. The integrand of Q comes from ½Re[E*·(−iωε0εE)], the average rate at which the field gives energy to the medium. The numerical check evaluates both sides of (18) by quadrature and confirms the balance.

**Dispersion in a Drude metal**

To see how k varies with frequency, a model of ε is needed. Let E now denote the photon energy ħω, and take

ε(E) = ε_b − E_p²/(E² + iEΓ), (19)

where E_p is the plasma energy of the conduction electrons, Γ their damping energy and ε_b a constant background from the bound electrons. Multiplying numerator and denominator of the fraction by E − iΓ separates the parts:

ε′ = ε_b − E_p²/(E² + Γ²),  ε″ = E_p²Γ/[E(E² + Γ²)]. (20)

Set Γ = 0 for the moment. Equation (7) can be written as k²/k0² = ε_d − ε_d²/(ε + ε_d). As E rises from zero, ε + ε_d rises from −∞ towards zero, so k/k0 grows from √ε_d without limit. At low energy the wave is close to an ordinary light wave in the dielectric and is weakly confined there. The upper end of the branch lies where ε = −ε_d:

E_sp = E_p/√(ε_b + ε_d). (21)

With damping, ε + ε_d has a non-zero imaginary part and k remains finite at this energy. Close to E_sp the small-loss formulas (14) and (15) fail, since |ε′ + ε_d| is no longer large compared with ε″. The ratio (17) is less affected: by (9) and (10), Re κ_d/Re κ_m = ε_d/(ε_d + R), and for ε′ ≤ −ε_d the relative error of (17) stays of order ε″/ε_d. The assumption of a local response also needs examination if 1/k becomes comparable with microscopic lengths in the electron gas.

**Silver in the visible**

For silver take the rough values ε_b = 4, E_p = 9 eV and Γ = 0.05 eV. The plasma energy can be supported by counting electrons. Silver is face-centred cubic, with four atoms in a cubic cell of edge roughly 0.41 nm. One conduction electron per atom gives a density n = 4/(0.41 nm)³ ≈ 5.8 × 10²⁸ m⁻³. With the free-electron mass m and the elementary charge e,

E_p = ħ√[ne²/(ε0m)] ≈ 9 eV,

which is the value used here; a cell edge known only roughly fixes no finer digits.

Consider air, ε_d = 1, and a vacuum wavelength of 650 nm. Then E = 1.907 eV, E² + Γ² = 3.64 eV², and (20) gives

ε′ = 4 − 81/3.64 = −18.25,
ε″ = 81 × 0.05/(1.907 × 3.64) = 0.583.

The loss is small compared with |ε′ + ε_d| = 17.25, so the approximate formulas may be used. First,

n0 = √(18.25/17.25) = 1.029.

The wavelength of the bound wave is 2π/k′ = 650 nm/1.029 = 632 nm, slightly shorter than that of light in air. Next, (14) gives

k″/k0 = 1.029³ × 0.583/(2 × 18.25²) = 0.00095.

With k0 = 2π/(0.650 µm) = 9.67 µm⁻¹, this means k″ = 0.0092 µm⁻¹ and

L = 1/(2 × 0.0092 µm⁻¹) = 54 µm.

This is about 86 wavelengths of the bound wave. The depths follow from (15):

δ_d = √17.25/(9.67 µm⁻¹) = 0.430 µm = 430 nm,
δ_m = √17.25/(18.25 × 9.67 µm⁻¹) = 0.0235 µm = 23.5 nm.

The full complex formulas give the following values, where λ0 is the vacuum wavelength.

| λ0 (nm) | ε_d | L (µm) | δ_d (nm) | δ_m (nm) |
|---|---|---|---|---|
| 450 | 1 | 13 | 171 | 26 |
| 550 | 1 | 31 | 290 | 24 |
| 650 | 1 | 54 | 430 | 24 |
| 650 | 2.25 | 14 | 184 | 23 |

A finite-element solution of the layered wave equation, which does not use (7), reproduces k″ and both depths to within one per cent of the values from the formulas in all four cases.

From 450 to 650 nm in air, L grows by a factor of about 4.2, although ε″ rises from 0.194 to 0.583. Equation (14) accounts for this: ε′² grows by a factor of 7.5, more than the factor of 3.0 in ε″, and the decreases of k0 and n0³ supply the rest. The field reaches farther into the air at the same time, so the longer travel is bought with weaker confinement.

The depth in the metal hardly changes. If ε_b, ε_d and Γ are neglected in (15) and (20), then |ε′| = E_p²/E² and δ_m = 1/(k0√|ε′|) = ħc/E_p, which does not depend on frequency. The small variation in the table comes from the neglected terms.

Replacing air by a dielectric with ε_d = 2.25 at 650 nm raises k′/k0 from 1.029 to 1.602. The wave is held more tightly, and L falls from 54 to 14 µm. Since ε and k0 are unchanged, (14) attributes the reduction to n0³, which grows by a factor of 3.8. The backward power in the metal is 1.5 per cent of the forward power in the dielectric, compared with 0.3 per cent in air, in agreement with (17).

The propagation length is also the result most sensitive to the material model. For Γ much smaller than E, (20) makes ε″ proportional to Γ while ε′ hardly changes. Doubling Γ to 0.10 eV accordingly halves L in air at 650 nm, to 27 µm. The lengths above are therefore estimates for this model, not measured properties of a particular film.

The constant ε_b leaves out the frequency dependence and absorption of interband transitions, in which bound electrons are lifted into empty states. This omission matters most towards the violet and makes the model's limiting energy in air, 9 eV/√5 = 4.02 eV, a property of the model only: it falls at the onset of interband absorption in silver, where measured optical constants no longer give ε′ < −1. They place ε′ = −1 lower, near 3.7 eV. Surface roughness, grain boundaries and tarnish are also absent. Roughness can scatter the bound wave into free light, and extra absorption raises ε″, and both effects shorten the propagation length. A film must also be several times δ_m thick, or the wave leaks into the substrate: in the same model at 650 nm, the wave on the air side of a film on glass with permittivity 2.25 has L = 53 µm for 100 nm of silver but 22 µm for 50 nm. The rough Γ can also err the other way. The room-temperature resistivity of bulk silver, ρ ≈ 1.6 × 10⁻⁸ Ω m, corresponds in the Drude model to Γ = ε0ρE_p²/ħ ≈ 0.017 eV, which would make L about three times longer than in the table. A real film may therefore fall on either side of the tabulated lengths.

Values computed for the example and the checks

```
Rough inputs: background 4 (no unit), plasma energy 9 eV, damping 0.05 eV
Rough fcc cell edge: 0.41 nm
Conduction-electron density: 5.80e+28 m^-3
Plasma energy from electron count: 8.95 eV
Lossless limiting energy in air: 4.02 eV
CASE: vacuum wavelength 450 nm, eps_d 1.00, photon energy 2.755 eV
  Metal permittivity: -6.67 + 0.194 i (no unit)
  k/k0: 1.0846 + 0.002776 i (no unit)
  k0: 13.963 um^-1; Re k: 15.143 um^-1; Im k: 0.03876 um^-1
  Plasmon wavelength: 414.9 nm
  Power propagation length: 12.9 um; small-loss formula: 12.9 um
  Field depths: dielectric 171 nm, metal 25.6 nm
  Finite elements: length 12.9 um, depths 171 and 25.6 nm
  Metal power / dielectric power: -0.0225 (no unit)
CASE: vacuum wavelength 550 nm, eps_d 1.00, photon energy 2.254 eV
  Metal permittivity: -11.93 + 0.353 i (no unit)
  k/k0: 1.0447 + 0.001414 i (no unit)
  k0: 11.424 um^-1; Re k: 11.935 um^-1; Im k: 0.01615 um^-1
  Plasmon wavelength: 526.5 nm
  Power propagation length: 31.0 um; small-loss formula: 30.9 um
  Field depths: dielectric 290 nm, metal 24.3 nm
  Finite elements: length 31.0 um, depths 289 and 24.3 nm
  Metal power / dielectric power: -0.0070 (no unit)
CASE: vacuum wavelength 650 nm, eps_d 1.00, photon energy 1.907 eV
  Metal permittivity: -18.25 + 0.583 i (no unit)
  k/k0: 1.0285 + 0.000952 i (no unit)
  k0: 9.666 um^-1; Re k: 9.942 um^-1; Im k: 0.00920 um^-1
  Plasmon wavelength: 632.0 nm
  Power propagation length: 54.3 um; small-loss formula: 54.3 um
  Field depths: dielectric 430 nm, metal 23.5 nm
  Finite elements: length 54.3 um, depths 430 and 23.5 nm
  Metal power / dielectric power: -0.0030 (no unit)
CASE: vacuum wavelength 650 nm, eps_d 2.25, photon energy 1.907 eV
  Metal permittivity: -18.25 + 0.583 i (no unit)
  k/k0: 1.6019 + 0.003596 i (no unit)
  k0: 9.666 um^-1; Re k: 15.485 um^-1; Im k: 0.03476 um^-1
  Plasmon wavelength: 405.8 nm
  Power propagation length: 14.4 um; small-loss formula: 14.4 um
  Field depths: dielectric 184 nm, metal 22.7 nm
  Finite elements: length 14.4 um, depths 184 and 22.7 nm
  Metal power / dielectric power: -0.0152 (no unit)
Air, 650 nm, damping 0.10 eV: propagation length 27.2 um
```
